# Closest approach in a head-on 1 keV silicon-silicon collision

## Problem

A silicon atom with laboratory kinetic energy $E=1$ keV hits a free silicon atom of equal mass, at rest, head-on. The interaction is the universal (Ziegler-Biersack-Littmark) potential. In atomic units,

$$V(R)=\frac{Z_1Z_2}{R}\,\phi\!\left(\frac Ra\right),\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(x)=\sum_{i=1}^4 c_i e^{-d_i x},$$

with $c_i=(0.1818,\,0.5099,\,0.2802,\,0.02817)$ and $d_i=(3.2,\,0.9423,\,0.4029,\,0.2016)$.

(a) What energy must $V$ reach at the closest approach?

(b) Find the closest approach $R$ numerically, by a method whose convergence you can prove.

(c) Find the distance $b$ for bare nuclei, $\phi=1$, and explain the ratio $b/R$.

Assume classical, non-relativistic, elastic motion: no energy goes into electronic excitation, and the other atoms of the solid are ignored. The atoms start far apart, where $V=0$. Algebra is in atomic units; numerical energies and lengths are in eV and angstrom, with $e^2/4\pi\varepsilon_0=14.39965$ eV Å.

## Hints

1. At the closest approach the relative velocity is zero. Are both atoms at rest?
2. Measure distance in units of $a$. The whole problem then contains one parameter, $a/b$.
3. Before iterating, look at the signs of the first and second derivatives of the function whose zero you seek.
4. Compare the equation for $R$ with the definition of $b$ before computing the ratio.

## Solution

### (a) The available energy

Let $v_1,v_2$ be the velocities along the line of collision, $M=M_1+M_2$, $u=v_1-v_2$, and $v_c=(M_1v_1+M_2v_2)/M$ the centre-of-mass velocity. Solving for the velocities gives

$$v_1=v_c+\frac{M_2}{M}u,\qquad v_2=v_c-\frac{M_1}{M}u .$$

In the kinetic energy the cross terms, $+M_1M_2v_cu/M$ and $-M_1M_2v_cu/M$, cancel. The terms in $u^2$ add to

$$\frac12\,\frac{M_1M_2^2+M_2M_1^2}{M^2}\,u^2=\frac12\,\frac{M_1M_2}{M}\,u^2 ,$$

so that

$$\frac12M_1v_1^2+\frac12M_2v_2^2=\frac12Mv_c^2+\frac12\frac{M_1M_2}{M}u^2 .$$

No external force acts, so $v_c$ is constant and the first term cannot be converted into potential energy. The second term can. Initially $v_2=0$ and $u=v_1$, which makes it

$$E_c=\frac{M_2}{M}\,\frac12M_1v_1^2=\frac{M_2}{M_1+M_2}\,E .$$

A head-on collision has no angular momentum about the centre of mass, hence no centrifugal energy. At the closest approach $u=0$, and energy conservation reads

$$V(R)=E_c .$$

For equal masses $E_c=E/2=500$ eV. The other 500 eV is still kinetic at that moment, because both atoms are moving forward with velocity $v_c$.

### (b) The closest approach

For bare nuclei the condition is $Z_1Z_2/b=E_c$, so $b=Z_1Z_2/E_c$. For the screened potential, divide $V(R)=E_c$ by $E_c$ and multiply by $R$:

$$R=b\,\phi(R/a).$$

With $x=R/a$ and $\epsilon=a/b$, division by $b$ gives

$$\phi(x)=\epsilon x .$$

All $c_i$ and $d_i$ are positive, so $\phi$ falls steadily to zero, starting from $\sum c_i=1.00007$. (The small excess over one comes from the rounded coefficients.) The right side rises steadily from zero without bound. The two sides therefore cross once, and the closest approach is unique.

**The numbers entering.** For silicon $Z^{0.23}=14^{0.23}=1.83489$, so

$$a=\frac{0.8854}{2\times1.83489}=0.24127\ \text{bohr}=0.12767\ \text{Å}.$$

The bare distance is

$$b=\frac{14^2\times14.39965}{500}=5.6447\ \text{Å},\qquad \epsilon=\frac{0.12767}{5.6447}=0.02262 .$$

**A tempting iteration.** One could repeat $x\to\phi(x)/\epsilon$. Near the root a small error $\delta$ becomes $[\phi'(x)/\epsilon]\,\delta$, so the method converges locally if this factor is below one in magnitude. At the root found below, the factor is $-0.03974/0.022618=-1.757$. The error changes sign and grows: starting 1% above the root, the sequence runs 3.870, 3.765, 3.950, 3.629, 4.209, 3.234, 5.087.

**Newton's method.** Define

$$f(x)=\phi(x)-\epsilon x .$$

Its derivatives are

$$f'(x)=-\sum_i c_id_ie^{-d_ix}-\epsilon<0,\qquad f''(x)=\sum_i c_id_i^2e^{-d_ix}>0 .$$

The Newton step goes to the zero of the tangent:

$$x_{k+1}=x_k-\frac{f(x_k)}{f'(x_k)} .$$

Suppose $x_k$ lies left of the root. Then $f(x_k)>0$ and $f'(x_k)<0$, so the step is to the right. Since $f''>0$, the curve lies above its tangent; where the tangent is zero, $f$ is still positive, so $x_{k+1}$ is also left of the root. The iterates thus increase and are bounded by the root, and must have a limit. At the limit the step vanishes, which requires $f=0$. The limit is the root.

The point $x_0=0$ is a valid start. There $\sum c_id_i=1.1808$, and

$$x_1=\frac{1.00007}{1.1808+0.0226}=0.831 .$$

The following iterates are 2.056, 3.210, 3.758, 3.8303, 3.83125, after which the first six digits no longer change. The four terms of $\phi$ provide a check at $x=3.83125$:

$$\phi=0.00000+0.01379+0.05985+0.01301=0.0867,$$

$$\epsilon x=0.022618\times3.83125=0.0867 .$$

The closest approach is

$$R=ax=0.12767\times3.83125=0.489\ \text{Å}=0.924\ \text{bohr}.$$

As a test of both (a) and (b), Newton's equations were integrated for the two atoms in the laboratory frame, without using the formula for $E_c$. The smallest separation agrees with this $R$, and 500 eV of kinetic energy remains there, as the numerical output shows.

### (c) Comparison with the bare Coulomb distance

Dividing $b$ by $R=b\,\phi(R/a)$ gives

$$\frac bR=\frac1{\phi(R/a)}=\frac1{0.0867}\approx11.5 .$$

The ratio of the distances is the inverse of the screening factor at the actual turning point. Bare nuclei 0.489 Å apart would have a potential energy of 5770 eV. The universal potential retains 8.7% of this, which is the required 500 eV.

The bare formula fails badly here because $b$ is about 44 screening lengths. At that separation the longest-ranged term gives $\phi\approx0.02817\,e^{-0.2016\times44.2}\approx4\times10^{-6}$. The universal potential is then about 0.002 eV, far too weak to turn back a 500 eV relative motion.

**High-energy limit.** If $b\ll a$, the root has $x\ll1$, and $\phi(x)\approx1-1.18x$, neglecting the rounding excess in $\phi(0)$. Then $1-1.18x=\epsilon x$, so

$$x\approx\frac{1}{\epsilon+1.18},\qquad R=ax\approx\frac{b}{1+1.18\,b/a} .$$

Here $\epsilon=a/b$ was used in the last step. The bare result $R\to b$ is recovered when $b/a\to0$. Since $b\propto1/E_c$, the bare distance $b$ equals the screening length $a$ at $E_c=500/0.02262\approx22\,000$ eV, where the full equation still gives $b/R=1.74$. The approach to the Coulomb distance is slow, since $b/R-1\approx1.18\,b/a$: the ratio is 1.11 at ten times this energy and 1.01 at a hundred times. At 500 eV the linear form is useless: it reproduces the first Newton iterate, 0.83, instead of 3.83.

At the opposite end, relative energies of a few eV, the root moves to separations where chemical bonding matters. A purely repulsive potential then no longer describes two silicon atoms.

## Variation 1: both atoms moving

*Two silicon atoms approach each other head-on, each with 500 eV. The total kinetic energy is again 1 keV. What changes?*

The centre of mass is now at rest, so the whole 1000 eV is relative energy and both atoms stop momentarily at the closest approach. Solving $V(R)=1000$ eV gives $R=0.376$ Å, compared with 0.489 Å before. The bare distance is halved to 2.82 Å, and the ratio $b/R$ falls to 7.5.

Doubling $E_c$ shortens $R$ by 23%, not by half, because the screened potential is steeper than $1/R$. Its local logarithmic slope follows from $\ln V=\text{const}-\ln R+\ln\phi(R/a)$:

$$n=-\frac{d\ln V}{d\ln R}=1-\frac{x\phi'(x)}{\phi(x)} .$$

At the original turning point,

$$n=1+\frac{3.831\times0.03974}{0.08666}=2.757 .$$

If $V\propto R^{-n}$ held with this constant $n$, the distance would shrink by the factor $2^{-1/2.757}=0.778$, to 0.380 Å. This is close to the full solution.

## Variation 2: how far can the potential be trusted?

*The universal function is a fit over many atom pairs. How does an error in $V$ affect $R$, and what does a calculation for silicon itself give?*

Let the potential be multiplied by $1+s$ with $|s|\ll1$. At fixed $E_c$, the logarithm of $(1+s)V(R)=E_c$ changes by zero:

$$s-n\,\frac{\delta R}{R}=0\quad\Rightarrow\quad\frac{\delta R}{R}=\frac sn .$$

A potential 10% stronger should increase $R$ by about 3.6%. Solving again gives 0.506 Å, an increase of 3.5%; a potential 10% weaker gives 0.471 Å.

For a specific estimate, take two rigid, spherically averaged Hartree-Fock silicon atoms with electron densities $\rho_1,\rho_2$ and let them overlap. The interaction energy is their electrostatic energy $E_{\rm es}$ plus local kinetic and exchange terms:

$$V_{\rm fr}=E_{\rm es}+c_k\!\int\!\left[(\rho_1+\rho_2)^{5/3}-\rho_1^{5/3}-\rho_2^{5/3}\right]d^3r$$
$$\qquad-\,c_x\!\int\!\left[(\rho_1+\rho_2)^{4/3}-\rho_1^{4/3}-\rho_2^{4/3}\right]d^3r ,$$

with $c_k=\frac3{10}(3\pi^2)^{2/3}$ and $c_x=\frac34(3/\pi)^{1/3}$. Both brackets are positive where the densities overlap, since the powers exceed one. The kinetic term therefore repels and the exchange term lowers the energy. At the universal $R$,

$$V_{\rm fr}=161.1+443.1-46.1=558.1\ \text{eV}.$$

In this model the kinetic term is the largest part of the repulsion: where the rigid densities overlap, the local kinetic energy grows faster than in proportion to the density. The value is 12% above the universal 500 eV. With $n=2.757$, this suggests a turning point about 4% farther out; solving $V_{\rm fr}(R)=500$ eV gives 0.509 Å, which is 4.0% larger.

This estimate omits density relaxation, gradient corrections and correlation, so it is a related model and not a standard of truth, and the 4% shift is not an error bound on $R$. The difference does show that already the second digit of $R$ depends on the chosen potential. A sensible statement for the real collision is $R\approx0.5$ Å, about a tenth of the bare Coulomb distance.

## Calculated quantities

```
laboratory energy: 1000.0 eV
relative energy E_c: 500.0 eV
relative energy E_c: 18.37466 hartree
Coulomb constant: 14.39965 eV angstrom
Z^0.23: 1.83489
sum of screening coefficients: 1.00007
screening length a: 0.24127 bohr = 0.12767 angstrom
bare Coulomb distance b: 10.6669 bohr = 5.6447 angstrom
eps = a/b: 0.022618
Newton iterate x_0: 0.00000000
Newton iterate x_1: 0.83101711
Newton iterate x_2: 2.05560134
Newton iterate x_3: 3.21009499
Newton iterate x_4: 3.75794039
Newton iterate x_5: 3.83027559
Newton iterate x_6: 3.83125213
Newton iterate x_7: 3.83125231
Newton iterate x_8: 3.83125231
closest approach R: 0.92436 bohr = 0.48915 angstrom
ratio b/R: 11.540
screening factor phi at R: 0.08666
phi' at the root: -0.03974
bare Coulomb energy at R: 5769.9 eV
R from laboratory dynamics: 0.48915 angstrom
kinetic energy left at closest approach: 500.000 eV
b from laboratory dynamics: 5.6443 angstrom
slope of direct iteration at root: -1.757
direct iteration x: 3.870 3.765 3.950 3.629 4.209 3.234 5.087
n = -dlnV/dlnR at R: 2.757
R with potential 10% stronger: 0.5062 angstrom
R with potential 10% weaker: 0.4707 angstrom
R if 1000 eV is wrongly used as E_c: 0.3756 angstrom
frozen Hartree-Fock atoms (def2-TZVP) at the universal R:
  electrostatic part: 161.1 eV
  Thomas-Fermi kinetic part: 443.1 eV
  Dirac exchange part: -46.1 eV
  total: 558.1 eV
closest approach, frozen atoms: 0.5087 angstrom
frozen-atom R relative to universal R: +4.00 %
```
